Linear-to-flat current of a ballistic nanowire at fixed barrier density

**1. Definitions and conventions**

A gated nanowire joins a source to a drain. Between them the bottom of its lowest subband rises to a maximum, the barrier top, with energy E0. There the electron energy is

E = E0 + ħ²k²/(2m),  (1)

with k the wave number along the wire and m the subband mass. Positive k points from source to drain. The degeneracy g counts spin and valleys together, so a length ℓ of wire holds gℓ dk/(2π) states in the interval dk. The charge quantum q is positive.

The drain voltage V ≥ 0 lowers the drain Fermi level: μ_D = μ_S − qV. Both levels are measured from the barrier top,

E_S = μ_S − E0, E_D = μ_D − E0, E_S − E_D = qV.  (2)

E_D may be negative; the drain then fills no state at the barrier top. The current I is the magnitude of the charge flow per time.

The assumptions are these.

- The temperature is zero and there is no scattering.
- An electron above the barrier top is transmitted with certainty, one below it never. The contacts reflect nothing.
- One subband is occupied.
- The electron density per length at the barrier top, n, keeps its equilibrium value at every V. The barrier energy E0 adjusts to make this so.

The equilibrium Fermi energy E_F is the common value of E_S and E_D at V = 0, and k_F is its wave number. The result is

I = (g q²/h) V for 0 ≤ qV ≤ 4E_F,
I = (g q/h) 4E_F for qV ≥ 4E_F.  (3)

The current is continuous at qV = 4E_F. Its slope jumps there from g q²/h to zero.

**2. Density and current at the barrier top**

Every electron moving right at the barrier top came from the source, and every electron moving left came from the drain. The source fills 0 < k < k_S and the drain fills −k_D < k < 0, where

E_S = ħ²k_S²/(2m), and E_D = ħ²k_D²/(2m) if E_D ≥ 0, otherwise k_D = 0.  (4)

Adding the two filled intervals gives

n = g(k_S + k_D)/(2π).  (5)

In equilibrium k_S = k_D = k_F, so n = g k_F/π. Holding n fixed therefore means

k_S + k_D = 2k_F.  (6)

The velocity is (1/ħ)dE/dk. The source contributes to the current

(gq/2π) ∫ from 0 to k_S of (1/ħ)(dE/dk) dk = (gq/2πħ) E_S = (gq/h) E_S,

since h = 2πħ. The integral of a derivative leaves only the energy difference: the velocity has cancelled the one-dimensional density of states. The drain contributes the same expression with k_D and the opposite sign. Hence

I = (gq/h)[E_S − max(E_D, 0)].  (7)

**3. The linear range**

Suppose that the drain still fills some states, E_D ≥ 0. Equations (2) and (7) give at once

I = (gq/h)(E_S − E_D) = (g q²/h) V.  (8)

Neither the parabola nor the fixed density was used. They decide how far this range extends.

To find its end, let v = qV/E_F. Dividing E_S − E_D = qV by E_F = ħ²k_F²/(2m) gives

k_S² − k_D² = v k_F².

The left side is (k_S − k_D)(k_S + k_D), and the sum is 2k_F by (6). Therefore k_S − k_D = v k_F/2. Half the sum plus or minus half the difference gives

k_S = k_F(1 + v/4), k_D = k_F(1 − v/4).  (9)

The filling energies follow by squaring:

E_S = E_F(1 + v/4)², E_D = E_F(1 − v/4)².  (10)

Each contact current is quadratic in V, but the difference of the squares is v, which is the straight line (8). The barrier top moves relative to the source Fermi level by

E0(V) − E0(0) = −(E_S − E_F) = −E_F(v/2 + v²/16).  (11)

The barrier falls because the source must replace the electrons that the drain no longer supplies.

**4. The saturated range**

Solution (9) requires k_D ≥ 0, that is v ≤ 4. At v = 4 the drain filling ends, with k_S = 2k_F and E_S = 4E_F, and the barrier has fallen by 3E_F.

For v > 4 set k_D = 0. Equation (6) then fixes k_S = 2k_F, so E_S = 4E_F whatever the voltage. This is consistent, because E_D = 4E_F − qV is negative. Equation (7) gives I = (gq/h)4E_F, which completes (3). At each V the sum k_S + k_D increases with E_S, so the solution is unique.

Two comparisons show where the factor four comes from. First, hold the barrier energy fixed instead of the density. Then E_S = E_F at all V, the drain filling ends at qV = E_F, and the density falls to n/2. Second, keep the density fixed but let the band be any even function E(k) that rises with |k| up to 2k_F. Equations (6) and (8) still hold, and saturation comes when the source alone fills the band to 2k_F:

qV_sat = E(2k_F) − E(0).  (12)

Fixed density doubles the wave number, and the parabola turns this into a factor four in energy.

The law (3) was tested without using (9). Occupied k states were counted on a grid, the barrier was found by bisection on the density, and the group velocities were summed. At v = 0.3, 1, 2, 3, 3.9, 4.1, 6 and 10 the current agreed with (3) within a relative 2×10⁻⁴.

Two conditions limit (3) even in an ideal wire. The next subband must lie more than 4E_F above the first, or the source begins to fill it before saturation. The source must also be degenerate enough for a barrier to remain. If the source is a wire with the same single subband, its Fermi level must lie at least 4E_F above its own band bottom. Its wave number is then at least 2k_F. If it stays filled equally in both directions, as in equilibrium, its density is at least 2n.

**5. When is the density fixed?**

Let the barrier top couple to gate, source and drain through capacitances per length C_G, C_S and C_D, with sum C_Σ. Gate and source voltages are held fixed while V is raised. If the potential at the barrier top rises by Δψ, the electron charge there changes by

q(n′ − n) = −C_Σ Δψ + C_D V,  (13)

where n′ is the new density and n the equilibrium one. The first term is negative because a higher local potential means less field from the gate. Since E0 falls by qΔψ, qΔψ = E_S − E_F.

The scale for comparison is the quantum capacitance C_Q = q² dn/dE_F. As n is proportional to √E_F,

C_Q = q²n/(2E_F).  (14)

Define r = C_Σ/C_Q and r_D = C_D/C_Q. At the end of the drain filling E_D = 0, so E_S = qV_sat. Write this energy as s²E_F. Then k_S = s k_F, k_D = 0 and n′ = ns/2. Equation (13) becomes

qn(s/2 − 1) = −C_Σ(s² − 1)E_F/q + C_D s²E_F/q.

Divide by C_Q E_F/q, which equals qn/2 by (14):

s − 2 = −r(s² − 1) + r_D s²,

(r − r_D)s² + s − (2 + r) = 0.  (15)

For r > r_D the positive root is

s = {√[1 + 4(r − r_D)(2 + r)] − 1}/[2(r − r_D)], qV_sat = s²E_F.  (16)

Take r_D = 0. For r → 0, s = 2 and the kink is at 4E_F. For r → ∞, s = 1 and it is at E_F. Fixed density is thus the limit of small capacitance, and a tightly coupled gate leads to the opposite limit, a fixed barrier. The approach to four is steep: putting s = 2 − δ into (15) gives δ ≈ 3r, so qV_sat ≈ 4E_F(1 − 3r) for small r.

The condition can be read as a voltage. For gate coupling alone, qn/C_G is the voltage that the gate capacitor needs to hold the charge, and C_G/C_Q = 2E_F/(q × that voltage). The voltage must greatly exceed 2E_F/q.

Below the kink the slope remains g q²/h, because (8) did not use the density. Above it the current stays flat if C_D = 0, since V then drops out of the charge balance. If C_D > 0, the drain keeps pulling the barrier down. With x = E_S/E_F, the balance above the kink is √x − 2 = −r(x − 1) + r_D v, and differentiation gives

dx/dv = r_D/[r + 1/(2√x)].  (17)

By (7) this is the remaining slope in units of g q²/h.

For an implementation at any V, solve

√x + √max(x − v, 0) − 2 + r(x − 1) − r_D v = 0  (18)

for x. The left side increases with x, so bisection is safe. The current is (gq/h)E_F[x − max(x − v, 0)]. To locate the kink numerically, use bisection again: E_D vanishes quadratically there, as (10) shows in the ideal case, and faster root finders can stall.

**6. Example: a back-gated InAs nanowire**

The parameters are rough typical values for an InAs wire on oxidised silicon at liquid-helium temperature: diameter 25 nm, oxide 100 nm, density 3×10⁵ per cm, barrier length 100 nm, g = 2.

Confinement raises the mass above the bulk band-edge value m_b = 0.023 m_e. The bulk band is modelled by E(1 + αE) = ħ²K²/(2m_b), with α = (1 − m_b/m_e)²/(gap) = 2.727 per eV for a gap of 0.35 eV. This is the room-temperature gap. Near 4 K it is about 0.42 eV, and quoted values of m_b range from 0.023 to 0.026 m_e. With these the saturation voltage found below, 11.4 mV, would become 11.8 to 10.7 mV. A smaller nonparabolicity, α = 1.4 per eV, would give 12.7 mV. All these are zinc-blende values. Many InAs wires grow in the wurtzite phase, with a heavier mass; m_b = 0.037 to 0.042 m_e and a gap of 0.47 eV would give 8.0 to 7.2 mV. In a hard-wall cylinder of radius R, K² = j²/R² + k², where j = 2.405 for the first subband and 3.832 for the next. Differentiating the band relation at k = 0 gives m = m_b(1 + 2αE₁), with E₁ the first subband edge. The result is m = 0.0297 m_e, with the next subband 64.3 meV higher.

The ideal law then needs four lines:

k_F = πn/g = π × 0.03 nm⁻¹/2 = 0.0471 nm⁻¹,
E_F = ħ²k_F²/(2m) = 2.85 meV,
V_sat = 4E_F/q = 11.4 mV,
I_sat = 77.48 μS × 11.39 mV = 0.88 μA.

At qV = 2E_F the fillings are E_S = 6.41 meV and E_D = 0.71 meV, which are (3/2)²E_F and (1/2)²E_F as (10) requires. The subband spacing exceeds 4E_F by a wide margin. A source wire of the same kind, filled equally in both directions, would need at least 6×10⁵ electrons per cm.

**7. What the example's wire leaves out**

*Capacitance.* For a cylinder above a plane, C_G = 2πε/arcosh[(R + t)/R], with t the oxide thickness. A rough effective permittivity of 2.2 ε₀, between vacuum and oxide, gives 42.4 pF/m. Equation (14) gives C_Q = 844 pF/m, so C_G/C_Q = 0.050. The gate alone moves the kink to 3.51E_F, or 10.0 mV. If source and drain each add a quarter of C_G, an assumed share, then r = 0.075 and r_D = 0.013, and the kink lies at 3.45E_F, or 9.8 mV. This is 14% below the ideal value, although the capacitance ratio is small. Equation (17) leaves a slope of about 0.04 g q²/h just above the kink. The formula for C_G and the quarter share suit contacts that are a few oxide thicknesses apart. If wide metal contacts stand only 100 nm apart, they screen the gate. A rough electrostatic estimate then gives each contact about 1.5 times the reduced gate capacitance, with C_Σ still near 60 pF/m. The kink lies near 3.6E_F and the slope above it is about 0.08 g q²/h.

*Band shape.* Equation (12) with the nonparabolic band gives 11.1 mV, about 2% below 4E_F/q.

*Temperature.* At temperature T the step fillings become Fermi functions, and (7) becomes

I = (gq/h) kT {ln[1 + exp(E_S/kT)] − ln[1 + exp(E_D/kT)]},  (19)

where kT is the thermal energy. At fixed density and small V, the two contact densities must change by opposite amounts, so E_S rises by qV/2 and E_D falls by qV/2 from their common equilibrium value η. Expanding (19) gives the low-bias conductance (g q²/h)/[1 + exp(−η/kT)]. At 4.2 K, where kT = 0.36 meV, this is 0.9997 of the ideal value. The kink is rounded: at V = 4E_F/q the current is 0.942 of I_sat.

At twice that voltage the ratio is 1.0008, slightly above one. The cause is the fixed density. The source alone must supply n, and the leading thermal correction to the integral of E^(−1/2) times the Fermi function is a factor 1 − (π²/24)(kT/E_S)². To keep n, E_S must rise by the relative amount (π²/12)(kT/4E_F)² = 0.0008.

At 300 K, with the same density and one subband, the low-bias conductance is 0.33 of ideal, and the current at 8E_F/q is still only 0.65 of I_sat. No kink survives at these voltages. The one-subband model is itself doubtful there, since the next subband is only about 2.5 kT higher.

*Tunnelling and reflection.* Near its top a smooth barrier is an inverted parabola, −mω²z²/2, with z the distance from the top. Its transmission at energy E above the top is 1/[1 + exp(−2πE/ħω)]. Direct integration of the Schrödinger equation at E/ħω = −0.2, 0 and 0.3 agreed with this within 0.001. If the barrier drops by 4E_F over half its length, ħω = 4.83 meV. Let w = ħω/2π and hold E_S = 4E_F. At the ideal kink, E_D = 0, the integral of the transmission from 0 to E_S is w ln{[1 + exp(E_S/w)]/2} ≈ E_S − w ln 2. The current is 0.953 of I_sat. Far beyond the kink, tunnelling below the top makes up for reflection above it, and the ratio returns to 1.000. These ratios leave out the effect of the barrier on the density, which is not small here. The Fermi wavelength 2π/k_F = 133 nm exceeds the barrier length and ħω exceeds E_F, so filled k intervals describe the barrier top only roughly. If the quantum-mechanical density at the top of the same parabola is held at n instead, the current is about 0.87 of I_sat at qV = 4E_F and 1.01 of it far beyond.

*Backscattering.* For two sections in series, summing incoherent multiple reflections gives T₁₂ = T₁T₂/(1 − R₁R₂), where here T and R are transmission and reflection probabilities. With R = 1 − T it follows that R₁₂/T₁₂ = R₁/T₁ + R₂/T₂. Thin slabs with R/T = dL/λ then add up to R/T = L/λ, or T = λ/(λ + L). A rough mean free path λ = 150 nm and L = 100 nm give T = 0.6, which multiplies the linear current. This adds probabilities, not amplitudes. If the electron keeps its phase over the barrier, as it may at 4.2 K, T varies widely from wire to wire around a similar mean.

In saturation, suppose a fraction R of the injected electrons, the same at every energy, returns through the barrier top with unchanged energy. Then n = (g/2π)(1 + R)k_S, so k_S = 2k_F/(1 + R), and the net current is (1 − R)/(1 + R)² times I_sat. For R = 0.4 this is 0.31, or about 0.27 μA. The kink moves too: the drain filling ends at qV = E_S = 4E_F/(1 + R)², here 2.04E_F or 5.8 mV. The estimate is pessimistic, because it places all the scattering beyond the top. Suppose instead that half of the length lies on each side, so that each half reflects ρ = 0.25. At the top the forward stream is then (1 − ρ)/(1 − ρ²) = 1/(1 + ρ) of a full one, and the returning stream is ρ/(1 + ρ). Together they make one full stream, so k_S = 2k_F. The kink stays at 4E_F and the saturated current is 0.6 I_sat. If all the scattering lies before the top, the shift reverses. The forward stream is only 1 − R of a full one, so k_S = 2k_F/(1 − R). The kink moves up to 4E_F/(1 − R)² = 11.1E_F and the saturated current is I_sat/(1 − R) = 1.67 I_sat, provided the source is degenerate enough to keep a barrier there. Energy loss beyond the top, which could prevent a return, gives little relief near the kink: the optical phonon energy of InAs, about 30 meV, is well above 4E_F.

*Interaction.* Electrostatics enters here in mean field. The ratio of electron spacing to twice the effective Bohr radius (26.7 nm for permittivity 15) is 0.62. That permittivity holds inside the wire, but the spacing of 33 nm exceeds the diameter, and at such distances the field runs mostly outside. With the effective value 2.2 instead, the ratio is about 4. Corrections beyond mean field may therefore be large; they are not calculated.

**8. Use for real wires**

For this wire at 4.2 K, backscattering is the largest effect among those sized, on the current and, unless the scattering is split evenly about the top, also on the kink voltage, which it can move down or up. Capacitance comes next for the kink voltage. The estimates were made one at a time and should not be multiplied together. Equation (3) is therefore a limiting law, not a prediction of the measured curve. Series resistance in the leads, also left out, would add to the ideal 1/(g q²/h) = 12.9 kΩ and stretch the voltage axis.

The back gate helps the law because it is distant, but the condition is on the total capacitance C_Σ, and with close contacts most of it comes from source and drain. If the same wire at the same density had a wrapped gate with C_G = C_Q = 844 pF/m and no drain coupling, (15) would read s² + s − 3 = 0. Then s = 1.30, and the kink would lie at 1.70E_F, less than half the fixed-density value. A calculation for a closely gated, light-mass wire should therefore start from (18), with (3) as its small-capacitance check. The numerical output lists the inputs and the main computed values.

Table of computed values

```
INPUTS (rough typical values, InAs wire)
degeneracy g = 2; bulk mass = 0.023 m_e; gap = 0.35 eV
diameter = 25.0 nm; oxide = 100.0 nm
effective gate permittivity = 2.2 eps0
barrier length = 100.0 nm; mean free path = 150.0 nm
density n = 3.00e+05 per cm; temperature of use = 4.2 K
source and drain capacitance, each / gate = 0.25
SUBBAND
nonparabolicity = 2.727 per eV
subband-edge mass = 0.0297 m_e
next subband above first = 64.3 meV
k_F = 0.04712 per nm; E_F = 2.848 meV
IDEAL LAW
conductance g q^2/h = 77.481 uS
saturation voltage 4E_F/q = 11.39 mV
saturation current = 0.8825 uA
least source density 2n = 6.00e+05 per cm
STATE COUNT: qV/E_F, V (mV), E_S (meV), E_D (meV), I (uA)
  1    2.85    4.45    1.60  0.2206
  2    5.70    6.41    0.71  0.4413
  3    8.54    8.72    0.18  0.6619
  4   11.39   11.39    0.00  0.8825
  6   17.09   11.39   -5.70  0.8825
(negative E_D: drain level below the subband)
NEGLECTED EFFECTS
gate capacitance = 42.4 pF/m
quantum capacitance = 844.0 pF/m
C_gate/C_Q = 0.0502; C_total/C_Q = 0.0753
kink, gate only = 3.511 E_F = 10.00 mV
kink, all contacts = 3.454 E_F = 9.84 mV
kink, nonparabolic band = 11.13 mV
T = 4.2 K: kT = 0.362 meV
  low-bias conductance / ideal = 0.9997
  I/I_sat at 4E_F/q = 0.9422; at 8E_F/q = 1.0008
T = 300.0 K: kT = 25.852 meV
  low-bias conductance / ideal = 0.3339
  I/I_sat at 4E_F/q = 0.3316; at 8E_F/q = 0.6498
barrier curvature hbar*omega = 4.83 meV
tunnel/reflection: I/I_sat at kink = 0.9532
tunnel/reflection: I/I_sat far beyond = 1.0000
backscattering: linear current factor = 0.600
backscattering: saturated factor (pessimistic) = 0.306
effective Bohr radius = 26.7 nm (permittivity 15.0)
interaction ratio 1/(2 n a_B) = 0.62
```
